# Triple Coincidence and the Small-Polaron Hall Mobility on a Triangular Lattice

A model hole hops by weak transfer between the sites of a triangular lattice whose vibrations are treated as classical. Between 400 K and 800 K its drift mobility rises from \(8.61\times10^{-6}\) to \(2.36\times10^{-4}\) cm²/Vs, a factor of 27.4. Its Hall mobility rises from \(3.78\times10^{-3}\) to \(1.14\times10^{-2}\) cm²/Vs, a factor of 3.02. At lowest order in the transfer, the first factor is the cube of the second. The explanation lies in the lattice energy needed to bring two, or three, site levels to the same value.

## Model and conventions

Each site \(i\) carries a local spring of stiffness \(K\) and displacement \(x_i\). A carrier on the site lowers the energy by \(Ax_i\). With \(E_p=A^2/2K\) and \(Q_i=Kx_i/A\), the spring energy \(Kx_i^2/2\) becomes \(E_pQ_i^2\), and \(Ax_i\) becomes \(2E_pQ_i\). With the carrier on site 1 the energy is

\[
E=E_p\sum_iQ_i^2+\varepsilon_1,\qquad \varepsilon_i=U_i-2E_pQ_i, \tag{1}
\]

where \(U_i\) is the potential energy from an applied field. The minimum is at \(Q_1=1\), all other \(Q_i=0\), with energy \(U_1-E_p\); \(E_p\) is the polaron binding energy.

The matrix element taking the carrier from \(j\) to \(i\) is \(V_{ij}=-Je^{i\varphi_{ij}}\), with \(\varphi_{ij}=(q/\hbar)\int_j^i\mathbf A\cdot d\mathbf l\). The carrier is a hole, \(q>0\), and \(J>0\) unless stated. The magnetic field \(B\) points along \(\hat z\), normal to the lattice. Carriers are dilute, \(J\) is kept to lowest order (the nonadiabatic regime), and the lattice is first treated as classical, which requires \(\hbar\omega\ll2kT\) for phonon frequency \(\omega\).

## The cost of coincidence

Let \(N\) sites, site 1 among them, share a common level \(\lambda\). By (1), \(Q_i=(U_i-\lambda)/2E_p\) on these sites. The other sites cost least at \(Q_i=0\). The energy is then a function of \(\lambda\) alone:

\[
E(\lambda)=\frac{1}{4E_p}\sum_{i=1}^N(U_i-\lambda)^2+\lambda . \tag{2}
\]

It is a convex parabola. Setting its derivative to zero gives \(\sum_i(U_i-\lambda)=2E_p\), or \(\lambda=\bar U-2E_p/N\), where \(\bar U\) is the mean potential of the \(N\) sites. Write \(U_i-\lambda=(U_i-\bar U)+2E_p/N\). The cross terms sum to zero, so the first term of (2) equals \(\sum(U_i-\bar U)^2/4E_p+E_p/N\). Adding \(\lambda\) and subtracting the relaxed energy \(U_1-E_p\) gives the cost

\[
\Delta_N=E_p\Big(1-\frac1N\Big)+\bar U-U_1+\frac{1}{4E_p}\sum_{i=1}^N(U_i-\bar U)^2 . \tag{3}
\]

Without a field, \(\Delta_2=E_p/2\) and \(\Delta_3=2E_p/3\). At the triple point each site has \(Q=1/3\). Flattening the occupied well from 1 to 1/3 costs \(4E_p/9\), and distorting the two empty sites costs \(E_p/9\) each.

## Thermal weight of the coincidences

With the carrier on site 1, (1) can be written \(E=E_p(Q_1-1)^2+E_p\sum_{i\ne1}Q_i^2+\text{const}\). Each \(Q_i\) is therefore Gaussian with variance \(kT/2E_p\), and each level has variance \(\sigma^2=(2E_p)^2kT/2E_p=2E_pkT\). For \(U_i=0\) the mean levels are \(-2E_p\) on site 1 and zero elsewhere.

Define \(u=\varepsilon_2-\varepsilon_1\) and \(v=\varepsilon_3-\varepsilon_1\). Since \(u\) has mean \(2E_p\) and variance \(2\sigma^2=4E_pkT\), its probability density at zero is

\[
\langle\delta(u)\rangle=\frac{e^{-E_p/2kT}}{\sqrt{8\pi E_pkT}} . \tag{4}
\]

For three levels, multiply the three Gaussian densities at a common energy \(\varepsilon\) and integrate. The exponent contains

\[
(\varepsilon+2E_p)^2+2\varepsilon^2=3\big(\varepsilon+\tfrac23E_p\big)^2+\tfrac83E_p^2 .
\]

The integral over \(\varepsilon\) gives \(\sqrt{2\pi\sigma^2/3}\), which multiplies \((2\pi\sigma^2)^{-3/2}\). Hence

\[
\langle\delta(u)\delta(v)\rangle=\frac{e^{-8E_p^2/6\sigma^2}}{2\pi\sqrt3\,\sigma^2}
=\frac{e^{-2E_p/3kT}}{4\sqrt3\,\pi E_pkT}. \tag{5}
\]

Both exponents are the costs (3) divided by \(kT\). Potentials shift the Gaussians without changing their widths. To first order in \(U\), with \(\beta=1/kT\), they therefore multiply (4) and (5) by \(e^{-\beta(\bar U-U_1)}\), with \(\bar U\) taken over two or three sites.

## Why the Hall effect needs three levels

The golden rule gives the hop rate to one neighbour,

\[
w=\frac{2\pi}{\hbar}J^2\langle\delta(u)\rangle=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{2E_pkT}}\;e^{-E_p/2kT}. \tag{6}
\]

It contains \(|V_{21}|^2\), so the magnetic phase drops out. The phase first appears when the direct path \(1\to2\) interferes with \(1\to3\to2\). For a lattice frozen during the transfer, the two amplitudes are

\[
a^{(1)}=-\frac i\hbar V_{21}\int_0^t\!dt'\,e^{iut'/\hbar},\qquad
a^{(2)}=-\frac{V_{23}V_{31}}{\hbar^2}\int_0^t\!dt_1\,e^{i(u-v)t_1/\hbar}\int_0^{t_1}\!dt_2\,e^{ivt_2/\hbar}.
\]

The population of site 2 at order \(J^3\) is \(2\,\mathrm{Re}[a^{(1)*}a^{(2)}]\). With \(L=V_{12}V_{23}V_{31}\), the product has prefactor \(-iL/\hbar^3\) and phase \([u(t_1-t')+v(t_2-t_1)]/\hbar\). Its thermal average dies out once a time difference exceeds about \(\hbar/\sqrt{E_pkT}\). After that the population grows linearly, and the integrals over the differences may be extended to infinity:

\[
\int_{-\infty}^{\infty}\!dp\,e^{iup/\hbar}=2\pi\hbar\,\delta(u),\qquad
\int_{-\infty}^{0}\!ds\,e^{ivs/\hbar}=\hbar\Big[\pi\delta(v)-i\,\mathrm P\frac1v\Big],
\]

where P denotes the principal value. The third-order rate is

\[
w^{(3)}=\frac{4\pi^2}{\hbar}\,\mathrm{Im}L\,\langle\delta(u)\delta(v)\rangle-\frac{4\pi}{\hbar}\,\mathrm{Re}L\,\Big\langle\delta(u)\,\mathrm P\frac1v\Big\rangle . \tag{7}
\]

Here \(L=-J^3e^{i\theta}\), where \(\theta\) is the flux phase around \(1\to3\to2\to1\). The part odd in \(B\) is the first term, and it requires all three levels to coincide. The second term is even in \(B\) and corrects the drift rate.

Equation (7) was compared with the numerically solved three-level Schrödinger equation, averaged over a grid of frozen Gaussian lattices with \(E_p=2kT\) and \(J=0.002\,kT\). The population growth between times \(8\hbar/kT\) and \(16\hbar/kT\) gave 0.998 of the predicted odd term (from \(\theta=\pm\pi/2\)) and 0.999 of the even term (from \(\theta=0,\pi\)).

## From the loop to the Hall mobility

A triangle of area \(\sqrt3a^2/4\) has flux phase \(\theta_B=\sqrt3qBa^2/4\hbar\). Define

\[
W=\frac{4\pi^2}{\hbar}J^3\sin\theta_B\,\langle\delta(u)\delta(v)\rangle .
\]

Consider a triangle with corners 1, \(j\), \(k\) in counterclockwise order. The hop \(1\to j\) interferes with the path through \(k\). The loop \(1\to k\to j\to1\) is clockwise, so \(\theta=-\theta_B\), \(\mathrm{Im}L=+J^3\sin\theta_B\), and the rate changes by \(+W\). The hop \(1\to k\) changes by \(-W\). Every bond borders two triangles, and without an electric field their contributions cancel.

The electric field removes the cancellation. Put site 1 at the origin, so that \(U_i=-q\mathbf E\cdot\mathbf R_i\) and \(\bar U-U_1=-q\mathbf E\cdot(\mathbf R_j+\mathbf R_k)/3\). The odd rates give the mean velocity

\[
\mathbf v_H=W\sum_{\text{6 triangles}}(\mathbf R_j-\mathbf R_k)\Big[1+\frac{\beta q}{3}\mathbf E\cdot(\mathbf R_j+\mathbf R_k)\Big]. \tag{8}
\]

The term with 1 sums to zero. Let \(\hat n\) point from site 1 to the triangle's centre. Then \(\mathbf R_j+\mathbf R_k=\sqrt3a\hat n\) and \(\mathbf R_j-\mathbf R_k=-a\,\hat z\times\hat n\). For six directions spaced by 60°, \(\sum\hat n(\hat n\cdot\mathbf E)=3\mathbf E\), so

\[
\mathbf v_H=-\sqrt3\,\beta q a^2W\,\hat z\times\mathbf E . \tag{9}
\]

This is along \(\mathbf E\times\mathbf B\), the normal direction for a positive carrier. Since \(W\propto J^3\), a negative \(J\) reverses the Hall sign. This case matters for real holes. A hole in a filled set of orbitals, among which electrons hop with matrix element \(-t\), has \(V_{12}V_{23}V_{31}=+t^3\) around a triangle, that is \(J=-t\). For \(t>0\) its Hall sign is therefore that of an electron, and three coinciding levels are lowered by \(|J|\) rather than \(2|J|\).

For ordinary hops the field factor is \(1+\beta q\mathbf E\cdot\mathbf R_j/2\), because \(\bar U\) is a mean over two sites. The same angular sum gives \(\mathbf v_d=\tfrac32\beta qa^2w\,\mathbf E\), hence

\[
\mu_d=\frac{3qa^2}{2kT}\,w . \tag{10}
\]

The Hall mobility is the Hall angle per unit field, \(\mu_H=v_H/(v_dB)=(2/\sqrt3)\,W/(wB)\). For small flux \(\sin\theta_B\simeq\theta_B\), and (4) to (6) give

\[
\frac Ww=2\pi J\theta_B\,\frac{\sqrt{8\pi E_pkT}}{4\sqrt3\,\pi E_pkT}\,e^{-(2/3-1/2)E_p/kT}
=J\theta_B\sqrt{\frac{2\pi}{3E_pkT}}\;e^{-E_p/6kT},
\]

\[
\mu_H=\frac{qa^2J}{2\hbar}\sqrt{\frac{2\pi}{3E_pkT}}\;e^{-E_p/6kT}. \tag{11}
\]

The triple-coincidence cost \(2E_p/3\) governs the Hall conductivity. The Hall mobility is that conductivity divided by \(B\) and by the drift conductivity, which removes \(E_p/2\). The remainder \(E_p/6\) is one third of the drift activation energy.

The prefactors obey the same rule. At fixed \(J\), \(a\) and \(E_p\), (10) gives \(\mu_d\propto T^{-3/2}e^{-E_p/2kT}\), while (11) gives \(\mu_H\propto T^{-1/2}e^{-E_p/6kT}\). Therefore \(\mu_H\propto\mu_d^{1/3}\), which is the cube relation of the opening. The slopes \(-d\ln\mu/d\beta\) are \(E_p/2-3kT/2\) and \(E_p/6-kT/2\), also in the ratio 1/3. In this limit no correction for the prefactor is needed to see the law.

## Numbers at 600 K

The example uses \(E_p=0.6\) eV, \(J=0.01\) eV, \(\hbar\omega=0.05\) eV and \(a=0.30\) nm. The coincidence costs are 0.30 and 0.40 eV. With \(kT=0.0517\) eV, (4) and (5) give \(3.42\times10^{-3}\) eV⁻¹ and \(6.47\times10^{-4}\) eV⁻². Then

\[
w=\frac{2\pi\,(0.01\ \text{eV})^2}{6.58\times10^{-16}\ \text{eV s}}\times3.42\times10^{-3}\ \text{eV}^{-1}=3.27\times10^{9}\ \text{s}^{-1},
\]

\[
\mu_d=\frac{1.5\,(3.0\times10^{-8}\ \text{cm})^2\,(3.27\times10^9\ \text{s}^{-1})}{0.0517\ \text{V}}=8.5\times10^{-5}\ \text{cm}^2/\text{Vs}.
\]

At 1 T the flux phase is \(5.92\times10^{-5}\), so the Hall angle is

\[
\frac{2}{\sqrt3}\,2\pi\,(5.92\times10^{-5})(0.01)\,\frac{6.47\times10^{-4}}{3.42\times10^{-3}}=8.1\times10^{-7},
\]

or \(\mu_H=8.1\times10^{-3}\) cm²/Vs. This is 95 times \(\mu_d\). A carrier density inferred by using \(\mu_H\) as the drift mobility would be too low by that factor.

Between 500 and 700 K the uncorrected Arrhenius slopes are 0.224 eV for drift and 0.0746 eV for Hall. Removing the powers of \(T\) restores 0.300 and 0.100 eV.

## A quantum lattice

At 600 K, \(x=\hbar\omega/2kT=0.48\), which is not very small. For quantum oscillators let \(S=E_p/\hbar\omega=12\). Adding or removing the carrier displaces a site's oscillator by the operator \(e^{\pm iP}\), where \(iP=\sqrt S(b^\dagger-b)\). Because \(P\) is Gaussian, \(\langle e^{iP(t)}e^{-iP(0)}\rangle=e^{-\langle P^2\rangle+\langle P(t)P(0)\rangle}=e^{-g(t)}\) with

\[
g(t)=S\big[\coth x\,(1-\cos\omega t)+i\sin\omega t\big]. \tag{12}
\]

A simple hop involves two sites and gives \(\int e^{-2g(t)}dt\). In the loop each site takes part in two of the three transfers, which gives \(\iint e^{-g(p)-g(r)-g(p+r)}dp\,dr\), where \(p\) and \(r\) are intervals between transfers. At imaginary time,

\[
g(-i\beta\hbar s)=S\,\frac{\cosh x-\cosh[x(1-2s)]}{\sinh x}.
\]

This is symmetric about \(s=1/2\), so its slopes at \(s=1/3\) and \(s=2/3\) are opposite. The integrands are therefore stationary at \(t=-i\beta\hbar/2\) and at \(p=r=-i\beta\hbar/3\). The exponents there are

\[
\Gamma_2=2S\tanh\frac x2,\qquad \Gamma_3=3S\,\frac{\cosh x-\cosh(x/3)}{\sinh x}. \tag{13}
\]

For small \(x\), \(\Gamma_2=Sx(1-x^2/12)\) and \(\Gamma_3=Sx(4/3-8x^2/81)\). Since \(Sx=E_p/2kT\),

\[
\Gamma_3-\Gamma_2=\frac{E_p}{6kT}\Big(1-\frac{5x^2}{108}+\dots\Big). \tag{14}
\]

Tunnelling lowers both exponents by similar amounts, so the Hall mobility is less affected than the drift mobility. Numerical integration at 600 K raises \(\mu_d\) by 14% and \(\mu_H\) by 3% over their classical values; at 400 K the increases are 51% and 9%. From 400 to 800 K the drift and Hall mobilities then rise by factors of 19.3 and 2.80. The cube of the second is 22.0, so the cube relation is only approximate for this phonon energy. Between 500 and 700 K, with the classical powers of \(T\) removed, the activation energies become 0.280 and 0.096 eV, with ratio 0.342. These integrals cover one vibration period. Identical undamped oscillators would rephase in later periods, and weak phonon dispersion is assumed to prevent this.

## Where the result fails

The golden rule requires a small chance of transfer at each level crossing. The gap \(u\) changes at an rms speed \(\omega\sqrt{4E_pkT}\), which gives the Landau-Zener parameter

\[
c=\frac{2\pi J^2}{\hbar\omega\sqrt{4E_pkT}}=0.036 . \tag{15}
\]

At \(y\) times the rms speed, the single-crossing probability is \(P=1-e^{-c/y}\). Allowing for repeated crossings through \(2P/(1+P)\) and averaging over the thermal flux would give a hop rate 13% below (6). This overstates the correction. Much of it comes from slow crossings, whose kinetic energy \(y^2kT/2\) lies below the quantum energy scale of the crossing, \([E_p(\hbar\omega)^2/2]^{1/3}=0.09\) eV, and there the constant-speed formula fails. Solving the two-state crossing quantum mechanically along the coordinate \(Q_1-Q_2\) gives a rate only 1.7% below the quantum golden-rule rate. With \(\hbar\omega\) ten times smaller and the same \(c\), the reduction is 5%. The corresponding change in the three-level rate was not computed.

The even term of (7), summed over the two triangles beside a bond, changes \(w\) by the fraction \(4J\langle\mathrm P(1/v)\rangle_{u=0}\), which is \(+8.5\%\). For comparison, replacing \(v\) by its conditional mean \(E_p\) gives 6.7%.

Four-site loops correct the Hall rate at the same relative order in \(J\). A transfer between two of the three coinciding sites can pass through a fourth, whose level lies on average \(2E_p/3\) higher. Each of a triangle's three bonds allows one such detour outside the triangle, and the loop then encloses twice the flux. This adds \(6J/(2E_p/3)\) to the Hall conductivity, as a fraction. Triples of sites bent at 120° have the same area as a triangle, are three times as numerous and, when closed through a fourth site, also enclose twice the flux. They add the same amount again. The total is an increase of about 30%, so with the drift correction included \(\mu_H\) in the example rises by about 20%. Summed with the full thermal averages, the four-site term is 37% at 400 K, 32% at 600 K and 27% at 800 K, while the drift correction stays near 8%. From 400 to 800 K the drift and Hall mobilities then rise by factors of 27.4 and 2.82. The cube of the second is 22.5, so at this \(J\) the cube relation is again only approximate.

For large \(J\) the carrier follows its lowest level. At coincidence this lies \(J\) below the common level for two sites and \(2J\) below it for three. If the coincidence points stay in place, and both the shift of the initial state and the coupling of the coinciding sites to their surroundings are neglected, the drift barrier becomes \(E_p/2-J\) and the Hall exponent \(E_p/6-J\). Their ratio is no longer one third.

The parameters describe no particular material, and the result depends strongly on the size of \(J\). With the other parameters unchanged, \(J=0.1\) eV would by (15) give \(c\approx3.6\), outside the nonadiabatic regime. The adiabatic estimate would put the Hall exponent near zero, but it is unreliable there. The band of an undistorted lattice has its bottom at \(-6J=-0.6\) eV, level with \(-E_p\), so a carrier spread over many sites competes with the small polaron. In a three-dimensional crystal, loops of other shapes and orientations can also contribute. A strong electric field, a finite carrier density and band motion matter less for the parameters of the example. At 600 K, a field of 1 MV/cm along a bond raises \(\mu_d\) by 0.8% and \(\mu_H\) by 0.3%. A density of \(10^{17}\) cm⁻³ puts \(2.7\times10^{-6}\) carriers in a volume \(a^3\). The residual band transfer \(Je^{-S\coth x}\) is \(2.5\times10^{-14}\) eV, far below the hopping scale \(\hbar w=2.1\times10^{-6}\) eV, so band motion is negligible beside hopping.
